# Neutral position of a finite step barrier at a jellium surface

## Problem

A metal fills the half-space $z<0$ with a uniform positive background of density $\bar n=k_F^3/(3\pi^2)$, in units of the elementary charge. Its electrons are independent, spin degenerate and at zero temperature. They move in the model potential

$$V(z)=0\quad(z<a),\qquad V(z)=V_0=\frac{\hbar^2k_0^2}{2m}\quad(z>a),$$

with $k_0\ge k_F$, so that the energy of motion along $z$ lies below the barrier top for every occupied state, or just reaches it when $k_0=k_F$. The step at $a$ and the background edge at $z=0$ need not coincide.

1. Show that a wave with wavenumber $k$ along $z$ has the phase shift $\gamma(k)=\arcsin(k/k_0)$ at the step.
2. Find the position $a$ for which the surface carries no net charge.
3. Recover the infinite-barrier position as $V_0\to\infty$ at fixed $k_F$, and find how it is approached.
4. Evaluate $a$ for $r_s=4$ bohr and $V_0=2E_F$, where $r_s$ is the radius of a sphere holding one electron on average.

## Hints

**Hint 1.** Measure depth from the step, $x=a-z$, and write the inside wave as $\sin(kx+\gamma)$. Match value and slope at $x=0$.

**Hint 2.** Do the sum over momenta parallel to the surface first. It gives each $k$ a weight proportional to $k_F^2-k^2$.

**Hint 3.** Integrate the density down to a finite depth $X$ and let $X\to\infty$ last. One rapidly oscillating term survives, because it is divided by $k$.

**Hint 4.** Add the inside and outside contributions at each $k$ before integrating over $k$, and compare the sum with $d\gamma/dk$.

## Full solution

### The phase shift

Let $y=z-a$ be the distance beyond the step and $\kappa=\sqrt{k_0^2-k^2}$. A wave continuous at the step is

$$\phi_k=\sin(kx+\gamma)\ \text{(inside)},\qquad \phi_k=\sin\gamma\,e^{-\kappa y}\ \text{(outside)}.$$

Since $dx/dz=-1$, continuity of the slope requires $-k\cos\gamma=-\kappa\sin\gamma$, so $\tan\gamma=k/\kappa$. Then

$$\sin\gamma=\frac{k}{\sqrt{k^2+\kappa^2}}=\frac{k}{k_0},\qquad \cos\gamma=\frac{\kappa}{k_0}.$$

We take the branch $\gamma(0)=0$, which gives $\gamma=\arcsin(k/k_0)$.

### The density

In a metal of large length $L$ the normalized wave is $\sqrt{2/L}\,\phi_k$, and the allowed $k$ have spacing $\pi/L$. For each $k$, the occupied parallel momenta fill a disc of area $\pi(k_F^2-k^2)$. With two spins this gives, per unit surface area,

$$2\,\frac{\pi(k_F^2-k^2)}{(2\pi)^2}=\frac{k_F^2-k^2}{2\pi}$$

electrons. Replacing the sum over $k$ by $(L/\pi)\int dk$,

$$n(z)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,|\phi_k(z)|^2\,dk .$$

Deep inside, $\sin^2$ averages to $1/2$, and $n\to\frac1{2\pi^2}\cdot\frac23k_F^3=\bar n$, as it must.

### The neutrality condition

The background ends at $z=0$, while the inside region ends at $z=a$. Subtracting $\bar n$ throughout the inside region therefore removes $\bar n a$ too much, which has to be restored:

$$\bar n a+\int_{-\infty}^{a}(n-\bar n)\,dz+\int_a^\infty n\,dz=0 .$$

This also holds for negative $a$. The two integrals depend only on distances from the step, so the left side is linear in $a$ and there is one neutral position.

### The inside charge

Using $\sin^2\theta-\frac12=-\frac12\cos2\theta$ and integrating from $x=0$ to $X$,

$$\int_0^X(n-\bar n)\,dx=-\frac1{2\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\frac{\sin(2kX+2\gamma)-\sin2\gamma}{2k}\,dk .$$

Expand $\sin(2kX+2\gamma)=\sin2kX\cos2\gamma+\cos2kX\sin2\gamma$. In the second term $\sin2\gamma/k$ is finite at $k=0$, so the oscillation averages it to zero as $X\to\infty$. In the first term the coefficient of $\sin(2kX)/(2k)$ is

$$g(k)=(k_F^2-k^2)\cos2\gamma=(k_F^2-k^2)\left(1-\frac{2k^2}{k_0^2}\right).$$

The ratio $[g(k)-g(0)]/k$ is a polynomial, so that part also averages to zero. The part with $g(0)=k_F^2$ remains:

$$k_F^2\int_0^{k_F}\frac{\sin2kX}{2k}\,dk=\frac{k_F^2}{2}\int_0^{2k_FX}\frac{\sin u}{u}\,du\;\to\;\frac{\pi k_F^2}{4}.$$

Multiplied by $-1/(2\pi^2)$ this is $-k_F^2/(8\pi)$. Hence

$$\int_{-\infty}^{a}(n-\bar n)\,dz=-\frac{k_F^2}{8\pi}+\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\frac{\sin2\gamma}{4k}\,dk .$$

### Adding the outside charge

Outside, $\int_0^\infty\sin^2\gamma\,e^{-2\kappa y}dy=\sin^2\gamma/(2\kappa)$. With $k=k_0\sin\gamma$ and $\kappa=k_0\cos\gamma$, the two contributions at given $k$ add to

$$\frac{\sin2\gamma}{4k}+\frac{\sin^2\gamma}{2\kappa}
=\frac{\cos\gamma}{2k_0}+\frac{\sin^2\gamma}{2k_0\cos\gamma}
=\frac1{2k_0\cos\gamma}=\frac1{2\kappa}.$$

Differentiating $\sin\gamma=k/k_0$ gives $\cos\gamma\,\gamma'=1/k_0$, so $\gamma'=1/\kappa$ and the sum is $\gamma'/2$. The neutrality condition becomes

$$\bar n a=\frac{k_F^2}{8\pi}-\frac1{2\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\gamma'\,dk .$$

Integrate by parts. The boundary term $(k_F^2-k^2)\gamma$ vanishes at both ends, leaving $\int(k_F^2-k^2)\gamma'dk=2\int k\gamma\,dk$. Dividing by $\bar n$,

$$a=\frac{3\pi}{8k_F}-\frac3{k_F^3}\int_0^{k_F}k\,\gamma(k)\,dk .$$

### The closed form

Put $t=k/k_0$ and $s=k_F/k_0=\sqrt{E_F/V_0}$. Then $\int_0^{k_F} k\gamma\,dk=k_0^2J$, where

$$J=\int_0^s t\arcsin t\,dt=\frac{s^2}{2}\arcsin s-\frac12\int_0^s\frac{t^2}{\sqrt{1-t^2}}\,dt .$$

With $t=\sin\theta$ the last integral is $\int\sin^2\theta\,d\theta=\frac12(\arcsin s-s\sqrt{1-s^2})$, so

$$J=\tfrac14\left[(2s^2-1)\arcsin s+s\sqrt{1-s^2}\right].$$

Since $k_Fa=3\pi/8-3J/s^2$,

$$\boxed{k_Fa=\frac{3\pi}8-\frac34\left[\left(2-\frac1{s^2}\right)\arcsin s+\frac{\sqrt{1-s^2}}{s}\right]}$$

### The infinite barrier

The limit is easier to read from the integral. With $u=k/k_F$,

$$k_Fa=\frac{3\pi}{8}-3\int_0^1u\arcsin(su)\,du .$$

The integrand grows with $s$, so raising the barrier moves the neutral step outward. As $s\to0$ the integral vanishes and $a\to3\pi/(8k_F)$. At an infinite barrier all waves vanish at the wall, which depletes the density there; the wall must stand outside the background edge to make room for the missing electrons.

Inserting $\arcsin v=v+v^3/6+3v^5/40+\dots$ and integrating term by term,

$$k_Fa=\frac{3\pi}8-s-\frac{s^3}{10}-\frac{9s^5}{280}-\dots$$

To first order, $a+1/k_0=3\pi/(8k_F)$. For a high barrier $\gamma\approx k/k_0$, so the inside wave is $\sin[k(x+1/k_0)]$. It behaves as if a hard wall stood a distance $1/k_0$ beyond the step, and this effective wall takes the infinite-barrier position.

The approach is slow, because $s$ falls only as $V_0^{-1/2}$. At $V_0=100E_F$ the value is $k_Fa=1.078$, still 8.5% below the limit $1.178$.

### Numbers for $r_s=4$ bohr, $V_0=2E_F$

From $\bar n=3/(4\pi r_s^3)$ one finds $k_F=(9\pi/4)^{1/3}/r_s=0.4798$ bohr$^{-1}$. This gives $E_F=3.13$ eV and $V_0=6.26$ eV, so the barrier top lies 3.13 eV above the Fermi level.

Here $s^2=1/2$. The factor $2-1/s^2$ vanishes and $\sqrt{1-s^2}/s=1$, so

$$k_Fa=\frac{3\pi}{8}-\frac34=1.1781-0.7500=0.4281,$$

$$a=\frac{0.4281}{0.4798}\ \text{bohr}=0.892\ \text{bohr}=0.472\ \text{Å}.$$

The infinite barrier would stand at 2.455 bohr. Divided by $\bar n$, the three terms of the neutrality condition are

$$0.892-1.060+0.168=0.000\ \text{bohr}.$$

The first-order formula gives $k_Fa=0.471$, which is 10% above the full result; at $V_0=10E_F$ its error is 0.4%.

Two numerical evaluations support the result. Direct integration of the density, built with the phase shift found above, gives $k_Fa=0.4281$. Counting electrons in wide slabs, with levels found by diagonalization and the count averaged over eight widths near $120/k_F$ that span one quantum-size period $\pi/k_F$, gives $0.4283$ without using the phase shift. The last digit is not converged: single widths scatter by $0.014$, and with exact well levels forty widths give $0.4281$. The numerical output lists further barrier heights.

Neutrality fixes the position of the step, not its height or shape. The potential is not self-consistent: the charge density found here would not, through electrostatics and exchange-correlation, reproduce a sharp step.

## Variation 1: barrier top at the Fermi level

**Question.** Where is the neutral step when $V_0=E_F$, and what happens for a lower barrier?

**Solution.** At $s=1$ the bracket in the closed form is $(2-1)\pi/2+0=\pi/2$, so

$$k_Fa=\frac{3\pi}8-\frac34\cdot\frac\pi2=0 .$$

The step coincides with the background edge: the charge outside it equals the deficit inside.

The outside charge is finite although $\kappa\to0$ at $k=k_F$, but its tail is long. Far out, states near $k_F$ dominate. There $\sin^2\gamma\approx1$, $k_F^2-k^2=\kappa^2$ and $|dk|\approx\kappa\,d\kappa/k_F$, so

$$n\approx\frac1{\pi^2k_F}\int_0^\infty\kappa^3e^{-2\kappa y}d\kappa=\frac{3}{8\pi^2k_Fy^4}.$$

For $V_0<E_F$, occupied states with $k>k_0$ propagate outside. The metal no longer confines its electrons, and the formula does not apply.

## Variation 2: charge beyond a high barrier

**Question.** For $s\ll1$, does the shift $-s$ in $k_Fa$ come from electrons beyond the step?

**Solution.** To leading order $\kappa\approx k_0$, and the outside charge divided by $\bar n$ is

$$\frac3{k_F^3}\int_0^{k_F}(k_F^2-k^2)\frac{k^2}{2k_0^3}\,dk
=\frac{3}{2k_F^3k_0^3}\cdot\frac{2k_F^5}{15}=\frac{s^3}{5k_F}.$$

This is third order, so it cannot supply the shift. The inside charge, multiplied by $k_F/\bar n$, is

$$-\frac{3\pi}8+\frac{3s}{2}\int_0^1(1-u^2)\sqrt{1-s^2u^2}\,du=-\frac{3\pi}8+s-\frac{s^3}{10}+\dots$$

The first-order shift comes from the inside waves, whose depleted layer moves outward by $1/k_0$. The first-order gain in density vanishes at the step itself, where $n(a)$ is of order $s^2$ (see below). It is largest at depths of $1$ to $1.5/k_F$, and about 90% of it lies within $2/k_F$ of the step. Adding $s^3/5$ and reversing the sign recovers $3\pi/8-s-s^3/10$.

The density at the step follows from $\sin^2\gamma=k^2/k_0^2$ without approximation:

$$\frac{n(a)}{\bar n}=\frac{3}{k_F^3k_0^2}\int_0^{k_F}(k_F^2-k^2)k^2\,dk=\frac{2s^2}{5}.$$

It equals $0.20$ for $V_0=2E_F$ and vanishes for the infinite barrier, where the waves have a node at the wall.

## Computed results

```
WORKED EXAMPLE: rs = 4.0 bohr, V0/EF = 2.0
kF = 0.47979 1/bohr
bulk density nbar = 0.003730 1/bohr^3
EF = 0.11510 hartree = 3.132 eV
V0 = 0.23020 hartree = 6.264 eV
s = kF/k0 = 0.70711
decay length 1/k0 = 1.4738 bohr
kF*a, closed form = 0.42810
kF*a, density integral = 0.42810
kF*a, mean over slabs = 0.42827
step position a = 0.8923 bohr = 0.4722 angstrom
infinite-barrier position = 2.4554 bohr = 1.2994 angstrom
inside integral of n/nbar - 1 = -1.0600 bohr
outside integral of n/nbar = 0.1677 bohr
density at the step n/nbar = 0.2000
largest slab phase mismatch = 1.2e-04 rad
APPROACH TO THE INFINITE BARRIER (kF*a, dimensionless)
V0/EF      s        closed     density    3pi/8 - s
   1.0  1.00000    0.00000   -0.00001    0.17810
   1.5  0.81650    0.28952    0.28953    0.36160
   2.0  0.70711    0.42810    0.42810    0.47099
   4.0  0.50000    0.66446    0.66447    0.67810
  10.0  0.31623    0.85860    0.85861    0.86187
 100.0  0.10000    1.07800    1.07801    1.07810
infinite barrier: 3pi/8 = 1.17810, density integral = 1.17811
outside charge over its leading form s^3/5 at s = 0.05: 1.00054
```
